# Strain in graphene: a valley-odd vector potential and its screening

**Q.** Stretching a crystal changes its energies. Why should strain in graphene do more than move the Dirac cone up and down?

**A.** Because strain, unless it is isotropic, makes the three bonds at an atom unequal, and the Dirac point sits where the three hopping terms cancel. Take one orbital per atom, bond length $a$, nearest-neighbour amplitude $-t$, and $x$ along the zigzag direction. The bonds from sublattice A to B are

$$\delta_1=a(0,1),\quad \delta_{2}=a(-\tfrac{\sqrt3}{2},-\tfrac12),\quad \delta_3=a(\tfrac{\sqrt3}{2},-\tfrac12),$$

and $H_{AB}(\mathbf k)=-t\sum_n e^{i\mathbf k\cdot\delta_n}$. At $\mathbf K_s=s(4\pi/(3\sqrt3a),0)$, with $s=\pm1$ labelling the valley, the phases are $1,\ e^{-2\pi is/3},\ e^{2\pi is/3}$, which sum to zero. For $\mathbf k=\mathbf K_s+\mathbf q$ the linear term needs

$$\sum_n e^{i\mathbf K_s\cdot\delta_n}\delta_n=a\left(\tfrac{\sqrt3}{2}\,2i\sin\tfrac{2\pi s}{3},\ 1-\cos\tfrac{2\pi}{3}\right)=\tfrac{3a}{2}(is,1).$$

Hence $H_{AB}=-it\tfrac{3a}{2}(isq_x+q_y)=\hbar v(sq_x-iq_y)$ with $\hbar v=3ta/2$, or

$$H_s=\hbar v(sq_x\sigma_x+q_y\sigma_y).$$

**Q.** Strain moves the atoms too. Doesn't that alter the phases as well as the hoppings?

**A.** It does, in laboratory coordinates. Let the atoms follow the strain affinely, $\delta_n'=(1+u)\delta_n$ with $u$ symmetric; relative relaxation of the two sublattices is left out. Then $\mathbf k\cdot\delta_n'=[(1+u)\mathbf k]\cdot\delta_n$. Setting $(1+u)\mathbf k=\mathbf K_s+\mathbf q$ restores the old phases, so $\mathbf q$ is measured from the deformed zone corner $(1+u)^{-1}\mathbf K_s$. The geometric correction $u\mathbf q$ is a small change of velocity, not a shift of the cone.

The hopping remains. Let it decay as $t\,e^{-\beta(d/a-1)}$ with bond length $d$. To first order $d/a-1=\delta_n\cdot u\cdot\delta_n/a^2$, so

$$\delta H_{AB}=+\beta t\sum_n e^{i\mathbf K_s\cdot\delta_n}\,\frac{\delta_n\cdot u\cdot\delta_n}{a^2}.$$

The three stretches are $u_{yy}$ and $\tfrac34u_{xx}+\tfrac14u_{yy}\pm\tfrac{\sqrt3}{2}u_{xy}$, the upper sign for bond 2. Their phased sum is

$$u_{yy}-\left(\tfrac34u_{xx}+\tfrac14u_{yy}\right)+\tfrac{\sqrt3}{2}u_{xy}\left(-2i\sin\tfrac{2\pi s}{3}\right)=-\tfrac34\left[(u_{xx}-u_{yy})+2is\,u_{xy}\right].$$

**Q.** That is a complex number. Where is the vector potential?

**A.** Compare it with a shift $\mathbf q\to\mathbf q+s\mathbf a$, where the vector $\mathbf a$ (bold) is an inverse length. The shift adds

$$\hbar v[s(sa_x)-i(sa_y)]=\hbar v(a_x-isa_y).$$

Matching this to $-\tfrac34\beta t[(u_{xx}-u_{yy})+2isu_{xy}]$ and dividing by $\hbar v=3ta/2$ gives

$$\boxed{\mathbf a=-\frac{\beta}{2a}\,(u_{xx}-u_{yy},\,-2u_{xy})}$$

$$H_s=\hbar v[s(q_x+sa_x)\sigma_x+(q_y+sa_y)\sigma_y].$$

The Dirac points move by $-s\mathbf a$, in opposite directions. A root search on the deformed lattice, with the full exponential hopping, confirms this for several small strains in both valleys.

**Q.** Is the pattern an accident of nearest-neighbour hopping?

**A.** The pattern follows from symmetry; the prefactor belongs to the model. Under rotation by $\theta$, $w=(u_{xx}-u_{yy})+2iu_{xy}$ acquires $e^{2i\theta}$, so $w^*$ acquires $e^{-2i\theta}$. At $\theta=2\pi/3$ this equals $e^{i\theta}$, the factor of a vector $a_x+ia_y$. Threefold symmetry therefore allows $a_x+ia_y=c\,w^*$. The mirror $y\to-y$, which keeps each valley and exchanges the sublattices, sends both sides to their conjugates with $c$ unchanged, so $c$ is real. For axes turned relative to the crystal, the components must be transformed accordingly.

Time reversal requires $H_-(\mathbf q)=H_+(-\mathbf q)^*$. Applied to $a_x\sigma_x+a_y\sigma_y$ in valley $+$, it gives $a_x\sigma_x-a_y\sigma_y$ in valley $-$, which is the valley-odd form above. A real magnetic vector potential has the same sign in both valleys.

The trace $u_{xx}+u_{yy}$ is invariant and may multiply the identity: this is the deformation potential $g(u_{xx}+u_{yy})$, even in valley. Second-neighbour hopping $-t_2$ along six vectors $\mathbf b$ supplies an example. With $\cos\mathbf K_s\cdot\mathbf b=-\tfrac12$, a decay parameter $\beta_2$, and $\sum b_ib_j=3b^2\delta_{ij}$,

$$\delta H_{AA}=-t_2\left(-\tfrac12\right)(-\beta_2)\sum_{\mathbf b}\frac{\mathbf b\cdot u\cdot\mathbf b}{b^2}=-\tfrac32\beta_2t_2(u_{xx}+u_{yy}).$$

**Q.** A uniform shift of a cone can be absorbed in the origin of momentum. What is physical about it?

**A.** Within one valley, uniform $\mathbf a$ can indeed be absorbed, and so can a static curl-free $\mathbf a=\nabla\chi$, by the phase $e^{-is\chi}$. A curl cannot. Label the atoms by their undeformed positions $\mathbf r$, so that the zone corner is $\mathbf K_s$ everywhere, and neglect the small variation of the velocity. If strain varies slowly on the lattice scale, $\mathbf a$ becomes $\mathbf a(\mathbf r)$ and $\mathbf q$ becomes $-i\nabla$. Put $\boldsymbol\pi=-i\nabla+s\mathbf a$ and $b=\partial_xa_y-\partial_ya_x$. Then $[\pi_x,\pi_y]=-isb$, and

$$\frac{H_s^2}{\hbar^2v^2}=\pi_x^2+\pi_y^2+s\sigma_x\sigma_y[\pi_x,\pi_y]=\boldsymbol\pi^2+b\sigma_z,$$

since $\sigma_x\sigma_y=i\sigma_z$. For uniform $b$, $\boldsymbol\pi^2$ has eigenvalues $(2m+1)|b|$, $m=0,1,\dots$. Adding $\pm|b|$ gives $|E_n|=\hbar v\sqrt{2n|b|}$. For an electron of charge $-e$, comparison with $-i\nabla+e\mathbf A/\hbar$ gives the pseudomagnetic field $B_s=s\hbar b/e$.

A lattice ribbon tests this. With $u_{yy}$ rising by $2.222\times10^{-4}$ per bond length and $\beta=3$, $|b|=3.33\times10^{-4}/a^2$. The first level should lie at $0.03873\,t$; diagonalization with hoppings linear in the strain gives $0.03872\,t$, and with the exponential law and exact bond lengths $0.03868\,t$.

**Q.** Now the electrons. They screen the deformation potential, so how much of it survives?

**A.** Use the static Hartree response, the random-phase approximation. Let $V$ be the total potential energy and $\delta n=-\Pi V$ the induced electron density. For a sheet in vacuum, $V=V_{\rm ext}+v_q\delta n$ with $v_q=e^2/(2\epsilon_0q)$, hence

$$V=\frac{V_{\rm ext}}{\varepsilon(q)},\qquad\varepsilon(q)=1+v_q\Pi(q).$$

Start with the neutral cone. There are four flavours, two spins and two valleys. Write $\mathbf k'=\mathbf k+\mathbf q$ and let $\theta$ be the angle between them. The squared overlap between bands is $(1-\cos\theta)/2$. The two interband terms give

$$\Pi_0=\frac{4}{\hbar v}\int\!\frac{d^2k}{(2\pi)^2}\frac{1-\cos\theta}{k+k'}.$$

Use elliptic coordinates $k,k'=\tfrac q2(\cosh\eta\pm\cos\nu)$, whose area element is $kk'\,d\eta\,d\nu$. The law of cosines gives $1-\cos\theta=[q^2-(k-k')^2]/(2kk')=q^2\sin^2\nu/(2kk')$. Therefore

$$\Pi_0=\frac{q}{2\pi^2\hbar v}\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\eta}{\cosh\eta}=\frac{q}{2\pi^2\hbar v}\,\pi\,\frac\pi2=\frac{q}{4\hbar v}.$$

**Q.** And with carriers?

**A.** The response is linear in the occupations, so add the electrons with $k<k_F$. Each can be the initial or the final state, which doubles the term. Summing over the partner's band,

$$\frac{1+\cos\theta}{2(k-k')}+\frac{1-\cos\theta}{2(k+k')}=\frac{k+k'\cos\theta}{k^2-k'^2}=-\frac{2k+q\cos\phi}{q^2+2kq\cos\phi},$$

where $\phi$ is the angle between $\mathbf k$ and $\mathbf q$. Thus, as a principal value,

$$\delta\Pi=\frac{2}{\pi^2\hbar v}\int_0^{k_F}\!k\,dk\int_0^{2\pi}\!d\phi\left[\frac1{2k}+\frac{4k^2-q^2}{2kq(q+2k\cos\phi)}\right].$$

The substitution $\tan(\phi/2)$ shows that the angular integral of $1/(q+2k\cos\phi)$ is $2\pi/\sqrt{q^2-4k^2}$ for $2k<q$ and zero for $2k>q$. For $q\le2k_F$,

$$\delta\Pi=\frac{2}{\pi^2\hbar v}\left[\pi k_F-\frac\pi q\int_0^{q/2}\!\sqrt{q^2-4k^2}\,dk\right]=\frac{2k_F}{\pi\hbar v}-\frac{q}{4\hbar v},$$

because the last integral is $\pi q^2/8$. The sum is $\Pi=2\mu/(\pi\hbar^2v^2)$, with $\mu=\hbar vk_F$: the density of states. Direct quadrature confirms both results. As $q\to0$, $v_q$ diverges and the doped sheet screens the scalar completely; the neutral sheet reduces it by a factor independent of $q$.

**Q.** Why doesn't the same electron gas screen $\mathbf a$?

**A.** A Hartree field needs net charge. Strain gives $H_s=\hbar v(sq_x\sigma_x+q_y\sigma_y+a_x\sigma_x+sa_y\sigma_y)$. Conjugation by $\sigma_y$ reverses $\sigma_x$ and keeps $\sigma_y$, so

$$\sigma_yH_+[-\mathbf a]\sigma_y=\hbar v(-q_x\sigma_x+q_y\sigma_y+a_x\sigma_x-a_y\sigma_y)=H_-[\mathbf a].$$

The density operator is the identity in sublattice space and is unaffected. With equally filled valleys, $n_-[\mathbf a]=n_+[-\mathbf a]$, and the total $n_+[\mathbf a]+n_+[-\mathbf a]$ is even in $\mathbf a$. Its linear part vanishes, whatever the wavelength, frequency or doping within the massless cone model. So no linear Hartree potential arises. Exchange can still modify the vertex, which this argument does not address.

**Q.** Does each valley at least respond, with the two cancelling?

**A.** At finite frequency, yes. Let $\rho_{\mathbf q}$ be the density wave and $\mathbf j_s=(s\sigma_x,\sigma_y)$. Then $[H_s,\rho_{\mathbf q}]=\hbar v\,\mathbf q\cdot\mathbf j_s\rho_{\mathbf q}$, while strain couples through $W=s\hbar v\,\mathbf a\cdot\mathbf j_s\rho_{\mathbf q}$. For $\mathbf a$ along $\mathbf q$ with amplitude $a_L$, $W=(sa_L/q)[H_s,\rho_{\mathbf q}]$. Between states $n$ and $m$ the commutator supplies $E_m-E_n$, and

$$\frac{E_m-E_n}{\hbar\omega+E_n-E_m}=-1+\frac{\hbar\omega}{\hbar\omega+E_n-E_m}.$$

The $-1$ multiplies $\sum(f_n-f_m)|\rho_{mn}|^2$, which vanishes by completeness. What remains is

$$\chi^{(s)}_{\rho W}=s\,\frac{\hbar\omega}{q}\,a_L\,\chi^{(s)}_{\rho\rho}.$$

This is zero statically. For $\mathbf a$ transverse to $\mathbf q$, reflection about $\mathbf q$ reverses $\mathbf a$ but not the density wave, so that response vanishes too.

On the full lattice at imaginary frequency, the ratios to this formula with the sign $s$ removed should be $\pm1$; they are $\pm0.992-0.029i$. The summed response is 0.7 % of one valley's. The equal imaginary parts do not survive in that sum because the lattice's scalar responses, which enter the denominators, also differ between valleys.

**Q.** A real lattice isn't an ideal cone. What spoils the cancellation?

**A.** In the neutral nearest-neighbour lattice, nothing does. Reversing the amplitudes on one sublattice sends $H$ to $-H$ for any set of hoppings. States at $\pm E$ then have equal weight on each site, and half filling puts half an electron per spin on every site.

With doping, the trace of the strain matters, because it changes the mean velocity. Count carriers per undeformed area, with $\mathbf q$ conjugate to the original atomic positions, as the lattice sum does; the geometric correction $u\mathbf q$ then drops out and only the hopping matters. The strained cone is also anisotropic, but the density depends only on the geometric mean $v$ of its two principal velocities. To first order this mean follows the mean bond stretch, $\tfrac12(u_{xx}+u_{yy})$, so a wave of $u_{yy}$ gives $\delta v/v=-\tfrac\beta2u_{yy}$. For long waves at fixed $\mu$, $n=\mu^2/(\pi\hbar^2v^2)$ changes by $\delta n=\beta u_{yy}n$. A scalar of energy $\hbar v|\mathbf a|=\hbar v\beta u_{yy}/(2a)$ would induce a density of magnitude $(2n/\mu)\hbar v|\mathbf a|$. The ratio is $\mu a/(\hbar v)=k_Fa$.

The lattice gives 0.0689 where $k_Fa=0.0667$, and 0.1380 where it is 0.1333. These sums use $k_BT=0.1\mu$, for which $\mu^2$ in $n$ becomes $\mu^2+\pi^2(k_BT)^2/3$. That raises the ratio by 3.3 % and accounts for nearly all the difference. The sums use a wave along $y$ with $q=k_F/2$. At finite $q$ the traceless part of the strain also induces some charge on the lattice: at $\mu=0.1\,t$ it is 2 % of $\beta u_{yy}n$ for this wave and 17 % at $q=1.5k_F$. For a wave along $x$ with $q=k_F/2$ it has the opposite sign, and the total is 0.96 of $\beta u_{yy}n$.

**Q.** Can the cancellation fail outright?

**A.** Yes, with a sublattice energy $m\sigma_z$. Now $H_s^2=\hbar^2v^2(\boldsymbol\pi^2+b\sigma_z)+m^2$. The levels pair at $\pm E$ except the zeroth, which has $\sigma_z=-\mathrm{sgn}\,b$ and energy $-m\,\mathrm{sgn}\,b$ in both valleys. Its density is $|b|/(2\pi)$ per valley and spin. The charge relative to half filling is half the number of occupied states minus half the number of empty ones, so with $\mu$ in the gap each valley contributes $\pm|b|/(4\pi)$ with the same sign. The total is $|b|/(2\pi)$ per spin. For a wave of transverse amplitude $a_T$ with $\hbar vq\ll|m|$, $|b|$ becomes $qa_T$. The lattice with $m=0.03\,t$ gives 0.99 of this value. Here strain does induce charge.

**Q.** Show me sizes, with one deformation producing both couplings.

**A.** Take a massless model sheet in vacuum with $t=3$ eV, $a=0.14$ nm, $\beta=3$, $g=4$ eV and $\mu=0.2$ eV. Apply $u_{yy}=0.01\cos(qy)$ with wavelength 50 nm. Then $\hbar v=1.5\times3\times0.14=0.63$ eV nm, $q=0.1257$ nm$^{-1}$ and $k_F=0.3175$ nm$^{-1}$, so $q<2k_F$. The vector potential points along $x$ and varies along $y$, so it has a curl:

$$|\mathbf a|=\frac{3}{2\times0.14\ \text{nm}}\times0.01=0.107\ \text{nm}^{-1},\qquad \frac\hbar e\,q|\mathbf a|=8.9\ \text{T}.$$

Its energy scale is $0.63\times0.1071$ eV $=67.5$ meV. For uniform 1 % strain the root search gives a shift of 0.1054 nm$^{-1}$; the linear formula is 1.6 % above it.

The bare scalar is $4\times0.01$ eV $=40$ meV. With $v_q=72.0$ eV nm² and $\Pi=0.3208$ eV$^{-1}$ nm$^{-2}$, $\varepsilon=1+23.1=24.1$, leaving 1.7 meV. At neutrality $\varepsilon=1+72.0\times0.1257/(4\times0.63)=4.59$, leaving 8.7 meV. The 67.5 meV gauge coupling is not divided by either factor.

**Q.** Is 1.7 meV then the whole scalar potential in the doped sheet?

**A.** No, it is the part due to $g$. Suppose the charge that balances the carriers moves with the sheet. Velocity modulation then induces the charge that a scalar of about $k_Fa\times67.5\approx3.0$ meV would induce. Its own screened Hartree potential is roughly $3.0\times23.1/24.1\approx2.9$ meV, comparable with the remnant of $g$ and, for electron doping and $g>0$, of the same sign, so the two add; reversing either the carrier sign or the sign of $g$ makes them oppose. If the balancing charge instead stays uniform in the laboratory, stretching also dilutes the carriers, $\beta$ becomes $\beta-1$ in $\delta n$, and this estimate falls by a third. It is still a scalar potential, even in valley; it cannot cancel the valley-odd $\mathbf a$. The numerical output below lists the values used here.

## Calculated quantities

```
LATTICE TESTS (units a = t = 1, beta = 3)
largest Dirac-shift error / strain size: 6.8e-04
ribbon strain slope: 2.222e-04 per bond length
pseudo-Landau level 1: ribbon 0.03872 t, formula 0.03873 t
pseudo-Landau level 2: ribbon 0.05475 t, formula 0.05477 t
pseudo-Landau level 3: ribbon 0.06705 t, formula 0.06708 t
doped polarization / (kF/hv), q=0.4 kF: 0.63662
doped polarization / (kF/hv), q=0.8 kF: 0.63662
formula 2/pi: 0.63662
neutral polarization * hv/q: 0.2500 (formula 0.25)
neutral charge response to bond wave: 8.4e-18
gapped (0.03 t) charge / valley Hall formula: 0.9901
mu=0.2 t: gauge/scalar charge 0.1380, kF*a 0.1333
mu=0.1 t: gauge/scalar charge 0.0689, kF*a 0.0667
imaginary frequency hv*q, q = kF/2, mu = 0.1 t:
valley plus: response/continuity formula +0.9918 -0.0290i
valley minus: response/continuity formula -0.9918 -0.0290i
sum of valleys / one valley: 0.0066
WORKED EXAMPLE
t = 3.0 eV, a = 0.14 nm, beta = 3.0, g = 4.0 eV, mu = 0.2 eV
strain amplitude 0.01, wavelength 50.0 nm
hbar*v: 0.6300 eV nm
v: 9.571e+05 m/s
q: 0.1257 1/nm
kF: 0.3175 1/nm
vector potential amplitude: 0.1071 1/nm
uniform 1% u_yy, shift of K+ along x, linear: -0.1071 1/nm
same shift, root search: -0.1054 1/nm
gauge coupling hbar*v*|A|: 67.50 meV
peak pseudomagnetic field: 8.86 T
bare scalar amplitude: 40.00 meV
density of states at mu: 0.3208 1/(eV nm^2)
Coulomb factor e^2/(2 eps0 q): 72.00 eV nm^2
dielectric function, doped: 24.10
screened scalar, doped: 1.66 meV
dielectric function, neutral: 4.59
screened scalar, neutral: 8.71 meV
```
